Resistance of p-type silicon under tension along a <110> direction

**Question**

I am stuck on an exercise about stress in silicon chips. It gives three piezoresistance coefficients for p-type silicon,

π₁₁ = 6.6, π₁₂ = −1.1, π₄₄ = 138.1, all per 100 GPa,

and asks me to show that a "longitudinal (110) tension" of 100 MPa raises the resistance by about 7.2 percent.

My attempt was this. Longitudinal means that current and stress point the same way, and π₁₁ seems to be the coefficient for that. So I multiplied π₁₁ by the stress and got 0.66 percent, far too small. The large coefficient is clearly π₄₄, but I understand that it belongs to shear, and a bar that is simply pulled has no shear in it. Why should π₄₄ enter at all, and with what factor? Also, the bar gets longer and thinner when it is pulled. Is that part of the 7.2 percent?

**Answer**

Your 0.66 percent is the right answer for a different bar, one that is cut and pulled along a cube edge of the crystal. The three coefficients refer to the cube axes x, y and z, and your bar lies at 45° to two of them. Whether a stress "has shear in it" depends on the axes used to describe it. A pure pull along your bar does have a shear component on the cube axes, and π₄₄ acts on that.

First, a point of notation. Round brackets, (110), name a plane. A direction is written [110], and the set of directions equivalent to it by the symmetry of the cube is written <110>. I take the exercise to mean a bar along [110], with both the current and the tension along its length. I count tension as positive and assume that the stress is uniform and small enough for the resistivity to respond linearly. The coefficients are taken as given; they belong to one particular doping and temperature.

**What the three coefficients mean**

In a stressed crystal the electric field E need not be parallel to the current density j. The two are related by a resistivity tensor,

E_i = Σ_j ρ_ij j_j.

The unstressed cubic crystal has the same resistivity ρ₀ in all directions. Write the stressed one as

ρ_ij = ρ₀ (δ_ij + Δ_ij),

where δ_ij is 1 for equal indices and 0 otherwise, and Δ_ij is the fractional change caused by the stress. To first order each Δ_ij is a linear combination of the stress components X_kl:

Δ_ij = Σ_kl Π_ijkl X_kl.

Both Δ and X are symmetric tensors (there is no magnetic field here), so Π does not change when i and j are swapped, or k and l.

Cubic symmetry removes most of the coefficients. Reflect the crystal in the plane x = 0. In silicon this gives back the same arrangement of atoms, apart from a shift of the whole crystal, and a shift does not affect a uniform bulk property. The coefficients must therefore stay the same, but a coefficient Π_ijkl changes sign if the index x occurs in it an odd number of times. A number equal to its own negative is zero. The same holds for y and z, so each index that occurs must occur an even number of times. What survives is of the type Π_xxxx, Π_xxyy or Π_xyxy. Interchanging the cube axes also leaves the crystal unchanged, so all members of one type are equal. Three numbers remain:

π₁₁ = Π_xxxx, π₁₂ = Π_xxyy, π₄₄ = 2 Π_xyxy.

The 2 in the last definition comes from the double sum. Both X_xy and X_yx contribute to Δ_xy, and they are equal:

Δ_xy = Π_xyxy X_xy + Π_xyyx X_yx = 2 Π_xyxy X_xy = π₄₄ X_xy.

The law on the cube axes is therefore

Δ_xx = π₁₁ X_xx + π₁₂ (X_yy + X_zz),

Δ_xy = π₄₄ X_xy,

with the corresponding equations for the other axes. So π₁₁ gives the effect along a cube axis of a pull along that axis, π₁₂ gives the effect of a pull along a perpendicular cube axis, and π₄₄ connects a shear stress to an off-diagonal resistivity. With this convention no further factor of two belongs in the shear equation.

**Resolving the tension**

The unit vector along the bar is

n = (1, 1, 0)/√2.

The 1/√2 makes its length 1. A uniaxial tension X along n has the stress tensor

X_ij = X n_i n_j.

To see that this is the right tensor, compute the force per unit area on a surface with unit normal m. It is Σ_j X_ij m_j = X n_i (n·m). For m = n this is a pull of size X along the bar. For m perpendicular to n it is zero, so the sides of the bar are free, as they should be.

Now insert the components of n:

X_xx = X (1/√2)(1/√2) = X/2,

X_yy = X (1/√2)(1/√2) = X/2,

X_xy = X (1/√2)(1/√2) = X/2.

Every component with an index z vanishes because n_z = 0. For X = 100 MPa, each of the three components is 50 MPa.

This settles the shear puzzle. On axes along and across the bar, the tensor has a single diagonal entry and no shear. On the cube axes the same tensor has a shear component of half the tension. Geometrically, the pull lengthens one diagonal of the cube's xy face relative to the other, and the right angle between the x and y edges changes. That is a shear of the cube.

**The resistivity on the cube axes**

Put these stresses into the law:

Δ_xx = π₁₁ X/2 + π₁₂ (X/2 + 0) = (π₁₁ + π₁₂) X/2,

Δ_yy = π₁₁ X/2 + π₁₂ (X/2 + 0) = (π₁₁ + π₁₂) X/2,

Δ_zz = π₁₁ · 0 + π₁₂ (X/2 + X/2) = π₁₂ X,

Δ_xy = π₄₄ X/2.

The other off-diagonal changes, Δ_xz and Δ_yz, are zero.

**From the tensor to the resistance**

Let a current density of size J flow along the bar, so that j = J n. The x component of the field is

E_x = ρ_xx J/√2 + ρ_xy J/√2 = (ρ_xx + ρ_xy) J/√2,

and the y component is

E_y = ρ_xy J/√2 + ρ_yy J/√2 = (ρ_xy + ρ_yy) J/√2.

Since ρ_xx = ρ_yy, these are equal. E_z is zero. The field thus points along the bar, with no sideways part.

The voltage over a length L is L times the component of E along n, and the current is J times the cross-section A. Their ratio is

R = ρ_L L/A, with ρ_L = Σ_ij n_i ρ_ij n_j.

Written out, the double sum has four nonzero terms:

ρ_L = ρ_xx/2 + ρ_xy/2 + ρ_yx/2 + ρ_yy/2 = (ρ_xx + ρ_yy)/2 + ρ_xy.

The two off-diagonal terms are equal and add up to one full ρ_xy. Taking the fractional change and inserting the results above gives

Δ_L = (Δ_xx + Δ_yy)/2 + Δ_xy

= (π₁₁ + π₁₂) X/2 + π₄₄ X/2

= π_L X,

with the longitudinal coefficient

π_L = (π₁₁ + π₁₂ + π₄₄)/2.

The factor one half in front of π₄₄ comes from the resolved stress, X_xy = X/2. The projection onto the bar adds no second half, because xy and yx both contribute.

**The numbers**

The coefficient is

π_L = (6.6 − 1.1 + 138.1)/2 = 71.8 per 100 GPa.

A tension of 100 MPa is one thousandth of 100 GPa, so

Δ_L = 71.8 × 0.001 = 0.0718,

a rise of 7.18 percent, or about 7.2 percent. If the dimensions in L/A are held at their unstressed values, the resistance rises by the same fraction. A resistor of 1000 Ω becomes

1000 Ω × (1 + 0.0718) = 1071.8 Ω.

It helps to see where the rise comes from. The normal stresses contribute 0.275 percent through π₁₁ and π₁₂, and the shear component contributes 6.905 percent through π₄₄. The shear part is 96.2 percent of the total. Your first attempt left out the term that carries nearly all of the effect.

Under compression X is negative, and in the linear regime the same formula gives a fall of 7.18 percent. Linearity is an assumption here: the three coefficients cannot tell you at what stress it stops being good enough. The natural scale of the neglected terms is Δ_L² = 0.0718² ≈ 0.005, half a percentage point. For example, if the conductivity rather than the resistivity were linear in the stress, with the same slope, the rise would be 1/(1 − 0.0718) − 1 ≈ 7.7 percent and the fall under compression 6.7 percent. The digits of 7.18 belong to the linear law, not to a measured sample.

**Why your 0.66 percent belongs to another bar**

The same calculation can be done for any direction. Let the bar have the unit vector n = (n_x, n_y, n_z), and again let X_ij = X n_i n_j. Since n_x² + n_y² + n_z² = 1, the diagonal change along x is

Δ_xx = X [π₁₁ n_x² + π₁₂ (1 − n_x²)],

and the shear change is Δ_xy = π₄₄ X n_x n_y. Project onto n and collect terms:

π_L = π₁₁ (n_x⁴ + n_y⁴ + n_z⁴) + π₁₂ [n_x²(1 − n_x²) + n_y²(1 − n_y²) + n_z²(1 − n_z²)] + 2π₄₄ S,

where

S = n_x² n_y² + n_y² n_z² + n_z² n_x².

Squaring n_x² + n_y² + n_z² = 1 shows that the sum of fourth powers is 1 − 2S. The square bracket is 1 minus that sum, which is 2S. Hence

π_L = π₁₁ + 2S (π₁₂ + π₄₄ − π₁₁).

Along a cube edge S = 0 and π_L = π₁₁. This is your case, with a rise of 0.66 percent. Along [110] we have S = (1/2)(1/2) = 1/4, and

π_L = π₁₁ + (π₁₂ + π₄₄ − π₁₁)/2 = (π₁₁ + π₁₂ + π₄₄)/2,

as before. S contains only squares and is unchanged when the axes are interchanged, so all <110> directions give the same result.

There is an instructive limit. If π₄₄ were equal to π₁₁ − π₁₂, the bracket would vanish and the longitudinal effect would be the same in every direction. The given coefficients are far from that: π₄₄ is 138.1, while π₁₁ − π₁₂ is 6.6 + 1.1 = 7.7, both per 100 GPa. This is why the orientation of a silicon resistor matters so much here.

**Current across the tension**

Keep the tension along [110], but send the current along [1,−1,0], one of the directions perpendicular to it, with unit vector s = (1, −1, 0)/√2. The products s_x s_x and s_y s_y are still 1/2, but s_x s_y = −1/2. The off-diagonal term changes sign:

Δ_T = (Δ_xx + Δ_yy)/2 − Δ_xy = (π₁₁ + π₁₂ − π₄₄) X/2.

With the numbers found above,

Δ_T = 0.275 percent − 6.905 percent = −6.63 percent.

The resistivity along [1,−1,0] falls by nearly as much as the resistivity along the pull rises. This is not true of every direction across the pull: along [001] the change is only Δ_zz = π₁₂ X = −0.11 percent. For the pair [110] and [1,−1,0], the shear term raises the first and lowers the second by equal amounts; the small normal part, which has the same sign in both, makes the difference.

This has a consequence for a chip under equal tension X along both [110] and [1,−1,0]. In the linear regime the effects of the two pulls add. For a current along [110], the first pull gives Δ_L and the second gives Δ_T, because the two directions are equivalent by symmetry. The sum is

Δ_L + Δ_T = (π₁₁ + π₁₂) X.

The π₄₄ terms cancel, and what is left is twice the small normal part of 0.275 percent. The stress tensor shows the same thing: the second pull has X_xy = −X/2, which removes the shear component of the first. A resistor along either of these two directions therefore responds strongly to a difference between the tensions along them and weakly to their common value.

**A direction where the field does not follow the current**

For [110] the field came out parallel to the current. That is a property of this direction, not of every bar. Take n = (2, 1, 0)/√5, with current and tension along it. The resolved stresses are X_xx = 4X/5, X_yy = X/5 and X_xy = 2X/5, so

Δ_xx = (4π₁₁ + π₁₂) X/5,

Δ_yy = (π₁₁ + 4π₁₂) X/5,

Δ_xy = 2π₄₄ X/5.

The in-plane direction across the bar is t = (−1, 2, 0)/√5. The field along t, divided by the unstressed field ρ₀J, is

Σ_ij t_i Δ_ij n_j = (−2Δ_xx + 2Δ_yy + 3Δ_xy)/5.

The 3 is the sum of t_x n_y, which gives −1, and t_y n_x, which gives 4, with the common factor 1/5 taken out. Next,

−2Δ_xx + 2Δ_yy = −2 · 3(π₁₁ − π₁₂) X/5 = −6(π₁₁ − π₁₂) X/5,

and 3Δ_xy = 6π₄₄ X/5. Together they give

transverse field/(ρ₀J) = (6/25)(π₄₄ − π₁₁ + π₁₂) X.

With the given coefficients this is 0.0313: a sideways field of about 3 percent of the unstressed field. It vanishes in the limit π₄₄ = π₁₁ − π₁₂ found above. In a long bar with insulated sides the current still runs along the length, and a sideways voltage appears. In your exercise there is no such complication.

**Does the change of shape count?**

You are right that R = ρ_L L/A also changes through L and A. Let e_L be the strain along the bar, and e₁ and e₂ the strains along the two perpendicular directions [1,−1,0] and [001]. Reflection along any of these three directions leaves both the stress and the crystal's elastic properties unchanged, so the bar does not skew. Then

(L/A)/(L₀/A₀) = (1 + e_L)/[(1 + e₁)(1 + e₂)] ≈ 1 + e_L − e₁ − e₂,

where L₀ and A₀ are the unstressed values and products of strains have been dropped. The sum e_L + e₁ + e₂ is the fractional change of volume, which I call v. Therefore

e_L − e₁ − e₂ = 2e_L − v.

The first strain is e_L = X/E_Y, where E_Y is Young's modulus along the bar. For v, use the elastic law of a cubic crystal,

X_xx = C₁₁ e_xx + C₁₂ (e_yy + e_zz),

and its two companions, with elastic constants C₁₁ and C₁₂. Adding the three equations gives

X_xx + X_yy + X_zz = (C₁₁ + 2C₁₂) v.

Under equal tension p on all sides the left side is 3p, and the bulk modulus K is defined by p = K v. Hence C₁₁ + 2C₁₂ = 3K. In our bar the left side is X/2 + X/2 + 0 = X, so v = X/(3K), and the shape term is

2X/E_Y − X/(3K).

For silicon, rough values are enough: E_Y about 170 GPa along <110> and K about 100 GPa. They give e_L ≈ 0.059 percent and v ≈ 0.033 percent. The shape term is then about 0.084 percent, calculated from the unrounded strains. Resistivity and shape combine as a product,

R/R₀ ≈ (1 + 0.0718)(1 + 0.00084) ≈ 1.0727,

which is a rise of about 7.3 percent.

Whether you should add this term depends on what the coefficients describe. If they describe the resistivity itself, 7.2 percent is the resistivity change, and within the linear law the resistance of the stretched bar rises by about 7.3 percent. A real bar need not match this last digit, because terms of second order in the stress, left out here, can exceed the shape term at 100 MPa. If they were obtained from resistances converted with the unstressed dimensions, the shape change is already inside them, and adding it again would count it twice. The exercise does not say which is meant. Its 7.2 percent follows directly from the coefficients with no separate shape term, and in either reading the difference is only about 0.1 percentage point.

The numerical output below lists the main values used here, including the resolved stresses and several of the comparison directions.

Computed results

```
pi11 = 6.6 per 100 GPa
pi12 = -1.1 per 100 GPa
pi44 = 138.1 per 100 GPa
Tension along [110] = 100 MPa
Stress component X_xx = 50.0 MPa
Stress component X_yy = 50.0 MPa
Stress component X_xy = 50.0 MPa
Change of rho_xx / rho0 = 0.00275 (no unit)
Change of rho_yy / rho0 = 0.00275 (no unit)
Change of rho_xy / rho0 = 0.06905 (no unit)
Change of rho_zz / rho0 = -0.00110 (no unit)
Longitudinal coefficient = 71.8 per 100 GPa
Part from pi11 and pi12 = 0.275 percent
Part from pi44 = 6.905 percent
Share of pi44 in the rise = 96.2 percent
Fractional rise along [110] = 0.0718 (no unit)
Rise along [110] = 7.18 percent
Unstressed resistance = 1000 ohm
Resistance, fixed dimensions = 1071.8 ohm
Resistance increase = 71.8 ohm
Current [1,-1,0], tension [110] = -6.63 percent
Current and tension [100] = 0.66 percent
Transverse/unstressed field, [210] = 0.0313 (no unit)
Rough Young's modulus = 170 GPa
Rough bulk modulus = 100 GPa
Rough longitudinal strain = 0.059 percent
Rough volume strain = 0.033 percent
Rough shape correction = 0.084 percent
Rise including rough shape term = 7.27 percent
```
